# Cancellation of Divergences in the Order-mα⁶ Energy of the Hydrogenic 1S State

For a unit nuclear charge smeared over \(\epsilon=0.00078125\) bohr, the two order-\(m\alpha^6\) contributions to the 1S energy, in units of \((\alpha^2/4)^2\) Ry, are \(+4125.8425\) and \(-4127.8419\). Each roughly doubles when \(\epsilon\) is halved. Their sum, \(-1.9994\), approaches \(-2\), the Dirac term \(-mc^2(Z\alpha)^6/16\) in these units.

## Setting and theorem

Rydberg units are used: \(\hbar=1\), \(m=\tfrac12\), \(e^2=2\), \(c=2/\alpha\), so \(2mc^2=c^2\). With \(\lambda=1/c^2=\alpha^2/4\) one has \(mc^2=1/(2\lambda)\) and \((Z\alpha)^2=4Z^2\lambda\), hence \(-mc^2(Z\alpha)^6/16=-2Z^6\lambda^2\).

One electron moves in a static central potential \(V(r)\) of an infinitely heavy nucleus. With \(s=\boldsymbol\sigma\cdot\mathbf p\) and energy counted from \(mc^2\), the Dirac operator on upper and lower spinors is
\[H=\begin{pmatrix}V&cs\\ cs&V-c^2\end{pmatrix}.\]
For \(V=-2Z/r\) the two contributions do not exist separately, so cancellation needs a regulator: \(V_\epsilon=-2Z\,\mathrm{erf}(r/\epsilon)/r\), expanded in \(\lambda\) at fixed \(\epsilon\), with \(\epsilon\to0\) afterwards.

The symbol \(\psi\) is a real normalized S eigenfunction of \(H_0=p^2+V\) with eigenvalue \(E_0\); \(T=E_0-V\), \(h=H_0-E_0\), \(Q=1-|\psi\rangle\langle\psi|\), \(G'=Q(E_0-H_0)^{-1}Q\). Primes on functions are radial derivatives, and \(\int\) means \(\int d^3r\).

**Theorem.** Let \(E=E_0+\lambda E_4+\lambda^2E_6+\dots\), where the Foldy–Wouthuysen (FW) operator \(H_0+\lambda H_4+\lambda^2H_6\) gives \(E_4=\langle H_4\rangle\) and \(E_6=A+B\), \(A=\langle H_6\rangle\), \(B=\langle H_4G'H_4\rangle\).

(a) For smooth bounded central \(V\) and any bound S state, with \(\varrho=-T^2\psi-V'\psi'\),
\[E_6=\int T^2\psi'^2-\langle T\rangle E_4+\langle\varrho|G'|\varrho\rangle .\tag{1}\]
(b) For \(V_\epsilon\) and 1S, \(A\) and \(-B\) both equal \(4\sqrt{2/\pi}\,Z^5/\epsilon+8Z^6\ln(1/Z\epsilon)+O(1)\).

(c) For \(V_\epsilon\) and 1S, as \(\epsilon\to0\), \(E_6\to-2Z^6\), the \(\lambda^2\) coefficient of the point-nucleus Dirac energy.

## Lemma 1: the FW operator

With \(D=[s,[s,V]]\) and \(W=[[s,V],V]\),
\[H_4=-s^4-\tfrac12D,\qquad H_6=2s^6+\tfrac34\{s^2,D\}+\tfrac18[s^2,[s^2,V]]+\tfrac12\{s,W\}.\]

*Proof.* Positive-energy states have the form \((\phi,X\phi)\). Invariance of this subspace under \(H\) means that the upper row defines \(L=V+csX\) and the lower row obeys \(cs+(V-c^2)X=XL\), that is
\[c^2X=cs+[V,X]-cXsX .\]
Insert \(X=X_1/c+X_3/c^3+X_5/c^5\), counting \(s\) and \(V\) as order one, and match powers of \(c\):
\[X_1=s,\quad X_3=[V,s]-s^3,\quad X_5=[V,X_3]-s^2X_3-X_3s^2 .\]
So \(L=L_0+\lambda L_1+\lambda^2L_2\) with \(L_0=V+s^2\), \(L_1=sX_3\), \(L_2=sX_5\). The squared norm of \((\phi,X\phi)\) is \(\langle\phi|N|\phi\rangle\), \(N=1+X^\dagger X\). The map \((\phi,X\phi)\mapsto N^{1/2}\phi\) is therefore isometric, and \(H_{\rm FW}=N^{1/2}LN^{-1/2}\) is Hermitian. This is the one-step (Eriksen) form of the transformation.

Write \(a=s^2\) and \((ij)=s^iVs^j\), so \(D=(20)-2(11)+(02)\). Since \(X_3^\dagger=[s,V]-s^3\), \(sX_3+X_3^\dagger s=2(11)-(20)-(02)-2a^2=-D-2a^2\), and \(N=1+\lambda a-\lambda^2(D+2a^2)\). From \(\sqrt{1+n}=1+n/2-n^2/8\),
\[N^{1/2}=1+\tfrac\lambda2a+\lambda^2b,\qquad b=-\tfrac12D-\tfrac98a^2,\]
and requiring \(N^{1/2}N^{-1/2}=1\) gives \(N^{-1/2}=1-\tfrac\lambda2a+\lambda^2(\tfrac14a^2-b)\). At order \(\lambda\), \(H_4=L_1+\tfrac12[a,V]=(11)-\tfrac12(20)-\tfrac12(02)-a^2\), as claimed. At order \(\lambda^2\),
\[H_6=L_2+\tfrac12[a,L_1]+[b,L_0]+\tfrac14L_0a^2-\tfrac14aL_0a .\]
Without \(V\), only \(L_2\) survives and gives \(2s^6\). The terms linear in \(V\) are
\[\begin{aligned}L_2&:\ 2(40)-2(13)-(31)+(22),\\ \tfrac12[a,L_1]&:\ \tfrac12[(31)-(40)-(13)+(22)],\\ -\tfrac12[D,a]&:\ (13)-(31)+\tfrac12(40)-\tfrac12(04),\\ -\tfrac98[a^2,V]&:\ -\tfrac98(40)+\tfrac98(04),\\ \text{last two}&:\ \tfrac14(04)-\tfrac14(22).\end{aligned}\]
The first line collects \(-s[V,s^3]\), \(-s^3[V,s]\) and \(-s[V,s]s^2\). The sum is \(\tfrac78[(40)+(04)]-\tfrac32[(31)+(13)]+\tfrac54(22)\). Now \(\{a,D\}=(40)+(04)+2(22)-2(31)-2(13)\) and \([a,[a,V]]=(40)+(04)-2(22)\). The \((31)\) term fixes the first weight at \(\tfrac34\), then \(\tfrac78-\tfrac34=\tfrac18\) fixes the second, and \(\tfrac32-\tfrac14=\tfrac54\) reproduces \((22)\). The quadratic terms are \(s[V,[V,s]]-\tfrac12[D,V]\). Here \([V,[V,s]]=W\), and with \(K=[s,V]\) the Jacobi identity gives \([[s,K],V]=[s,W]+[K,K]=[s,W]\). The total is \(sW-\tfrac12[s,W]=\tfrac12\{s,W\}\). ∎

**Local potential.** Here \(s^2=p^2\), and \(K=-i\boldsymbol\sigma\cdot\nabla V\) commutes with \(V\), so \(W=0\). Next \(sK-Ks=-\sigma_i\sigma_j\partial_i\partial_jV-[\sigma_i,\sigma_j](\partial_jV)\partial_i\). With \([\sigma_i,\sigma_j]=2i\varepsilon_{ijk}\sigma_k\) and \(\partial_i=ip_i\),
\[D=-\nabla^2V-2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).\]
Thus \(H_4\) holds the kinetic, Darwin and spin–orbit terms. For central \(V\) the last is \((V'/r)\boldsymbol\sigma\cdot\mathbf L\), which annihilates S states. It drops from \(H_4\psi\), and from \(\langle\{p^2,D\}\rangle\) because in each ordering it stands next to \(\psi\) on one side. For \(l>0\) it stays, and (1) does not apply.

*Remark.* Even with \(H_4\) held fixed, \(H_6\) is not unique: a unitary transformation that differs from 1 at order \(\lambda^2\) adds to it a commutator with \(H_0\). Since \([V,[p^2,V]]=2(\nabla V)^2\), adding \(\tfrac12[H_0,[p^2,V]]\), whose expectation value vanishes, turns the double-commutator term \(\tfrac18[p^2,[p^2,V]]\) into \((\nabla V)^2+\tfrac58[p^2,[p^2,V]]\) and leaves \(A\) unchanged.

## Lemma 2: first order

\[A=\tfrac14\langle V'^2\rangle+2\langle T^3\rangle+3\int TV'\psi\psi'.\tag{2}\]

*Proof.* Three tools are used: \(p^2=h+T\) as operators; \(p^2\psi=T\psi\); and, because \(h\psi=0\),
\[hg\psi=-(\nabla^2g)\psi-2\nabla g\cdot\nabla\psi,\qquad \langle f\,h\,g\rangle=\langle\nabla f\cdot\nabla g\rangle .\tag{3}\]
The second relation follows from \(\psi hg\psi=-\nabla\cdot(\psi^2\nabla g)\) and integration by parts. Also \(T'=-V'\). Then
\[2\langle p^6\rangle=2\langle T\psi|h+T|T\psi\rangle=2\langle V'^2\rangle+2\langle T^3\rangle,\]
\[-\tfrac34\langle\{p^2,\nabla^2V\}\rangle=-\tfrac32\int T\psi^2\nabla^2V=\tfrac32\int V'(T\psi^2)'=-\tfrac32\langle V'^2\rangle+3\int TV'\psi\psi'.\]
In the double commutator, \(\langle p^4V\rangle=\langle Vp^4\rangle=\langle T\psi|h+T|V\psi\rangle=-\langle V'^2\rangle+\langle T^2V\rangle\) and \(\langle p^2Vp^2\rangle=\langle T^2V\rangle\), so \(\tfrac18\langle[p^2,[p^2,V]]\rangle=-\tfrac14\langle V'^2\rangle\). The coefficients add to \(2-\tfrac32-\tfrac14=\tfrac14\). ∎

## Lemma 3: second order

\[B=-\tfrac14\langle V'^2\rangle+\langle VT^2\rangle+\int VV'\psi\psi'+\langle V\rangle E_4+\langle\varrho|G'|\varrho\rangle,\qquad E_4=\langle\psi|\varrho\rangle.\tag{4}\]

*Proof.* Since \(hT\psi=-hV\psi\), \(-p^4\psi=-(h+T)T\psi=hV\psi-T^2\psi\). Equation (3) with \(g=V\) gives \(\tfrac12(\nabla^2V)\psi=-\tfrac12hV\psi-V'\psi'\). Hence
\[H_4\psi=\tfrac12hV\psi+\varrho,\]
and \(\langle\psi|h=0\) gives \(E_4\). Using \(G'h=hG'=-Q\) and \(hQ=h\),
\[B=-\tfrac14\langle VhV\rangle-\langle V\psi|Q|\varrho\rangle+\langle\varrho|G'|\varrho\rangle .\]
The first term is \(-\tfrac14\langle V'^2\rangle\) by (3). The second is \(-\langle V\psi|\varrho\rangle+\langle V\rangle E_4\), and inserting \(\varrho\) gives (4). ∎

## Proof of (a)

In (2) plus (4) the \(\langle V'^2\rangle\) terms cancel. Substituting \(V=E_0-T\) gives \(2T^3+VT^2=T^3+E_0T^2\) and \(3T+V=2T+E_0\), so
\[E_6=I+E_0\Big[\langle T^2\rangle+\int V'\psi\psi'\Big]+\langle V\rangle E_4+\langle\varrho|G'|\varrho\rangle,\qquad I=\int\big(T^3\psi^2+2TV'\psi\psi'\big).\]
The bracket is \(-E_4\), and \((\langle V\rangle-E_0)E_4=-\langle T\rangle E_4\). With \(2T\nabla V=-\nabla T^2\), integration by parts and \(\nabla^2\psi=-T\psi\),
\[\int2TV'\psi\psi'=\int T^2\,\nabla\cdot(\psi\nabla\psi)=\int T^2\psi'^2-\int T^3\psi^2 ,\]
so \(I=\int T^2\psi'^2\). ∎

Each term of \(I\) is of order \(\epsilon^{-3}\) over a volume \(\epsilon^3\) and could leave a finite, shape-dependent remnant. Cancelling the \(r^{-3}\) tails would not exclude that; the identity for \(I\) does.

## Lemma 4: the limit may be taken inside (1)

*Proof.* Since \(\mathrm{erf}\le1\), \(|V_\epsilon|\le2Z/r\), and by Gauss's law \(0\le V_\epsilon'\le2Z/r^2\). Let \(\delta V=V_\epsilon+2Z/r=2Z\,\mathrm{erfc}(r/\epsilon)/r\). Hardy's inequality \(\|f/r\|\le2\|\nabla f\|\) gives \(\langle f|\delta V|f\rangle\le4\sup(r^2\delta V)\|\nabla f\|^2=O(\epsilon)\|\nabla f\|^2\). So \(E_0\), \(\psi\) and \(G'\), as a map from \(H^{-1}\) to \(H^1\), converge in norm. The radial equation \(r^2\psi'=-\int_0^rT\psi\,r'^2dr'\) bounds \(\psi'\) uniformly in \(\epsilon\) and makes it converge pointwise. Near the origin \(T^2\psi'^2\) and \(|\varrho|\) are then below \(C/r^2\), which is integrable, so dominated convergence handles the first two terms. For the third, \(|\langle\delta\varrho|f\rangle|\le\|r\,\delta\varrho\|\,\|f/r\|\le2\|r\,\delta\varrho\|\,\|\nabla f\|\), and \(|r\,\delta\varrho|^2\le C/r^2\) again gives \(\|r\,\delta\varrho\|\to0\). ∎

Any smooth spherical nonnegative charge distribution of total \(Z\) whose mean radius \(\bar r\) shrinks to zero obeys the same bounds (\(r^2\delta V\) is at most \(2r\) times the charge outside \(r\), hence at most \(2Z\bar r\)), so the limit does not depend on its shape.

## Proof of (c)

For the point charge \(\psi=(Z^3/\pi)^{1/2}e^{-Zr}\), \(E_0=-Z^2\), \(T=2Z/r-Z^2\), \(V'=2Z/r^2\), \(\psi'=-Z\psi\), \(\langle r^{-1}\rangle=Z\), \(\langle r^{-2}\rangle=2Z^2\). Then \(T^2=4Z^2/r^2-4Z^3/r+Z^4\) and \(\varrho=R\psi\) with
\[R=-\frac{2Z^2}{r^2}+\frac{4Z^3}{r}-Z^4,\qquad E_4=(-4+4-1)Z^4=-Z^4 .\]
Also \(\int T^2\psi'^2=Z^2(8-4+1)Z^4=5Z^6\), and \(\langle T\rangle=Z^2\) gives \(-\langle T\rangle E_4=Z^6\).

The function \(G'\varrho=f\psi\) solves the Dalgarno–Lewis equation \(hf\psi=-(R-E_4)\psi\), which by (3) reads
\[-f''-\frac2rf'+2Zf'=\frac{2Z^2}{r^2}-\frac{4Z^3}r .\]
For \(f=k\ln r\) the left side is \(-k/r^2+2Zk/r\), so \(k=-2Z^2\) fits both terms; orthogonality to \(\psi\) gives \(f=-2Z^2(\ln r-\langle\ln r\rangle)\). The other homogeneous solution, with \(f'\propto e^{2Zr}/r^2\), is not normalizable. As \(\langle f\rangle=0\) and \(\langle R-E_4\rangle=0\), \(\langle Rf\rangle=-2Z^2\langle(R-E_4)\ln r\rangle\), and rescaling \(r\to r/Z\) only shifts \(\ln r\) by a constant that drops out, leaving \(Z^6\) times the \(Z=1\) value. Differentiating \(\int_0^\infty r^ne^{-2r}dr=\Gamma(n+1)/2^{n+1}\) in \(n\) gives \(\langle r^{-2}\ln r\rangle=-2(\gamma_E+\ln2)\) and \(\langle r^{-1}\ln r\rangle=1-\gamma_E-\ln2\), with \(\gamma_E\) Euler's constant. Therefore
\[\langle\varrho|G'|\varrho\rangle=Z^6\big[4\langle r^{-2}\ln r\rangle-8\langle r^{-1}\ln r\rangle\big]=-8Z^6,\]
and \(E_6=(5+1-8)Z^6=-2Z^6\).

For the Dirac value, the lower row gives \(\chi=\omega s\phi/c\) with \(\omega=[1+\lambda(E-V)]^{-1}\), and the upper row becomes \(s\omega s\phi+V\phi=E\phi\). For radial \(\phi\), \(s\phi=-i\boldsymbol\sigma\cdot\hat{\mathbf r}\,\phi'\), a radial field has no curl, and so
\[-r^{-2}(r^2\omega\phi')'+V\phi=E\phi.\tag{5}\]
Try \(\phi=r^{\gamma-1}e^{-Zr}\), \(\gamma=\sqrt{1-4Z^2\lambda}\), \(E=(\gamma-1)/(2\lambda)\). Then \(1+\lambda E=(1+\gamma)/2\) and \(2Z\lambda=(1-\gamma)(1+\gamma)/(2Z)\), so \(\omega=2Zr/[(1+\gamma)(Zr+1-\gamma)]\). With \(\phi'=-(Zr+1-\gamma)\phi/r\), \(\omega\phi'=-2Z\phi/(1+\gamma)\). The left side of (5) is \(\frac{2Z}{1+\gamma}\big(\frac{\gamma+1}r-Z\big)\phi-\frac{2Z}r\phi=-\frac{2Z^2}{1+\gamma}\phi\), which equals \(E\phi\) because \(1-\gamma^2=4Z^2\lambda\). At \(\lambda\to0\) this is the 1S state. The series \(\sqrt{1-y}=1-\frac y2-\frac{y^2}8-\frac{y^3}{16}-\frac{5y^4}{128}\) with \(y=4Z^2\lambda\) gives
\[E=-Z^2-Z^4\lambda-2Z^6\lambda^2-5Z^8\lambda^3-\dots\qquad∎\]

## Proof of (b)

By (c) the sum is finite, so \(A\) suffices. In (2), \(T^3\) and \(TV'\psi'\) are bounded by \(C/\max(r,\epsilon)^3\), which allows only a logarithm. The power comes from \(\tfrac14\psi(0)^2\int V'^2\). Write \(V_\epsilon=-(2Z/\epsilon)u(x)\), \(x=r/\epsilon\), \(u=\mathrm{erf}(x)/x\), with \(\nabla^2u=-4\pi\rho\), \(\rho=\pi^{-3/2}e^{-x^2}\). Then \(\int V'^2=(4Z^2/\epsilon)\,4\pi\int\rho u\,d^3x\). The last integral is the Coulomb interaction of two such Gaussians. Their convolution has width \(\sqrt2\) and potential \(\mathrm{erf}(x/\sqrt2)/x\), equal to \(\sqrt{2/\pi}\) at \(x=0\). With \(\psi(0)^2=Z^3/\pi\) the term is \(4\sqrt{2/\pi}\,Z^5/\epsilon\), a shape-dependent coefficient.

The logarithm comes from \(r^{-3}\) terms in \(\epsilon\ll r\ll1/Z\), each weighted by \(4\pi\psi(0)^2\int dr/r=4Z^3\ln(1/Z\epsilon)\). They are \(-2Z^3\) from \((Z^2/r^4)(1-2Zr)\), \(+16Z^3\) from \(2T^3\), and \(3(2Z)(2Z)(-Z)=-12Z^3\). The total is \(4Z^3\cdot2Z^3=8Z^6\), independent of shape. Smearing changes \(\psi\) in three ways. For \(r\lesssim\epsilon\), bounded \(\psi'\) makes \(\psi\) constant to relative \(O(\epsilon)\). Outside, \(\int\delta V r^2dr=O(\epsilon^2)\) in the radial equation changes \(\psi'\) by \(O(\epsilon^2/r^2)\) and \(\psi\) by \(O(\epsilon^2/r)\). The overall amplitude shifts by \(O(\|r\,\delta V\psi\|)=O(\epsilon^{3/2})\). Each contributes at most \(O(1)\) to \(A\). ∎

## Remarks

1. The first-order FW wavefunction is \(G'H_4\psi=-\tfrac12QV\psi+f\psi\). The part \(f\) matches \(r^{\gamma-1}\approx1-2Z^2\lambda\ln r\). The part \(-V/2=Z/r\) is what \(N^{1/2}\approx1+\lambda p^2/2\) produces from \(p^2\psi=T\psi\). The \(1/\epsilon\) term of \(B\) comes from \(-\tfrac14\langle V'^2\rangle\), minus the gradient energy of this piece, which the transformation introduces and the Dirac upper component lacks.
2. Expanding \(\omega\) needs \(\lambda|T|\ll1\), which for a point charge fails at \(r\lesssim2Z\lambda\). The parameter \(\epsilon\) is therefore a regulator, and \(A\) or \(B\) alone has no meaning as a finite-size shift. The theorem shows that expanding at fixed \(\epsilon\) and then letting \(\epsilon\to0\) reproduces the point-nucleus Dirac series through \(\lambda^2\); nothing is proved here for \(\lambda^3\). The Dirac series diverges for \(Z\alpha>1\).

## Worked example

For \(Z=1\), \(u=r\psi\) was expanded in degree-12 Gauss–Lobatto finite elements reaching about 36 bohr. \(A\) and \(B\) were evaluated from the operators of Lemma 1, with \(p^2\psi=T\psi\) and with \(G'\) applied by a linear solve orthogonal to \(\psi\). Entries are coefficients of \(\lambda^2\), in Ry.

| \(\epsilon\) (bohr) | \(A\) | \(B\) | \(A+B\) |
|---|---|---|---|
| 0.1 | 32.6071 | −33.7249 | −1.1178 |
| 0.025 | 139.7801 | −141.6204 | −1.8403 |
| 0.003125 | 1050.7568 | −1052.7508 | −1.9940 |
| 0.00078125 | 4125.8425 | −4127.8419 | −1.9994 |

Formula (1) in the same basis gives the last column to the digits shown. Matching the eight values \(\epsilon=0.1/2^k\), \(k=0,\dots,7\), to \(\epsilon^{-1},\ell,1,\epsilon\ell,\epsilon,\epsilon^2\ell^2,\epsilon^2\ell,\epsilon^2\), with \(\ell=\ln(1/\epsilon)\), gives \(\pm3.19154\) for \(1/\epsilon\), equal to \(4\sqrt{2/\pi}\), and \(7.998\) and \(-7.996\) for \(\ell\), against \(\pm8\). Solving (5) in the same basis at nine values \(|\lambda|\le0.006\), of both signs by analyticity, and reading off polynomial coefficients gives \(E_4=-0.841309\) and \(E_6=-1.117781\) at \(\epsilon=0.1\), the same as the FW values.

The remainder \(E_6+2\) falls by a factor \(3.22\) on halving \(\epsilon\) from \(0.003125\). A linear law would give 2 and a pure quadratic 4. As a conjecture, the law is \(\epsilon^2\ln^2\epsilon\), from expanding a size shift \(\propto\epsilon^{2\gamma}\) to order \(\lambda^2\).

For real ions in the Dirac–Coulomb model (point nucleus, infinite mass), \(1/\alpha=137.035999\) gives \(\lambda=1.3312839\times10^{-5}\). For hydrogen,
\[-2\lambda^2=-3.544633\times10^{-10}\ \text{Ry}=-1.1661\ \text{MHz},\]
using \(1\ \text{Ry}=3.289842\times10^9\) MHz. The exact \((\gamma-1)/2\lambda\) minus \(-1-\lambda\) is \(-3.544751\times10^{-10}\) Ry. The difference, \(-1.18\times10^{-14}\) Ry, is the term \(-5\lambda^3\).

For Ca\(^{19+}\), \(Z\alpha=0.1459\), the exact energy is \(-402.153046\) Ry, and the first two terms are \(-400\) and \(-20^4\lambda=-2.130054\) Ry. The remainder is \(-2.29922\times10^{-2}\) Ry. The \(\alpha^6\) term is \(20^6\times(-3.544633\times10^{-10})=-2.26857\times10^{-2}\) Ry, or \(-0.3087\) eV with \(1\ \text{Ry}=13.605693\) eV. What is left, \(-3.07\times10^{-4}\) Ry, is mostly the \(\alpha^8\) term \(-5Z^8\lambda^3=-3.02\times10^{-4}\) Ry. These digits belong to the model: recoil, nuclear size and radiative shifts lie outside it, and together they exceed the \(\alpha^6\) term. For hydrogen the nuclear size shift alone is about \(+1.1\) MHz, the reduced-mass shift is about \(1.8\times10^6\) MHz, and the radiative scale \((\alpha/\pi)(Z\alpha)^4mc^2\) is about \(8\times10^2\) MHz. For \(^{40}\)Ca\(^{19+}\) the same three are about \(0.015\), \(0.075\) and \(0.5\) eV.

Numbers in the example were calculated in double precision.
